# Choosing umbrella restraints and cell sizes for Landau free energies

## One cell

Take a single polar mode with displacement $x$, in units of a length $u_0$, and energy $V(x)=V_0(x^2-1)^2$. Its thermal density is $\rho(x)\propto e^{-V(x)/kT}$, so $-kT\ln\rho$ returns $V$ up to a constant. The Landau function is the microscopic well, and its barrier is $V_0$.

An unbiased run seldom visits the barrier if $V_0\gg kT$. Add a restraint $w_k=\tfrac{\kappa}{2}(x-x_k)^2$. The sampled density becomes $\rho_k\propto e^{-(V+w_k)/kT}$, and $-kT\ln\rho_k-w_k=V+\text{const}_k$. Each restrained run gives a piece of $V$ with an unknown height, and two runs that overlap fix their relative height.

With many coupled cells the restraint works in the same way, but the function it delivers depends on the simulation cell. Programs that sample a lattice or atomistic energy with a restraint on a collective variable therefore ask for two linked choices: the restraint (stiffness, spacing, bins) and the cell (size, shape).

## What is computed

Let $N$ cells on a periodic lattice carry modes $x_i$ with energy

$$E=\sum_i V_0(x_i^2-1)^2+\frac K2\sum_{\rm bonds}(x_i-x_j)^2 .$$

Statistics are classical, the lattice is rigid, and only one polar component is kept. With $p=N^{-1}\sum_i x_i$, define up to a constant

$$F_N(p)=-kT\ln\int dx\,e^{-E/kT}\,\delta\Big(p-\frac1N\sum_i x_i\Big),\qquad f_N=\frac{F_N}{N}.$$

A field $\mathcal E$ adds $-Nhp$ to the energy, where $h=q\mathcal E$ and $q=Zu_0$ is the dipole of a cell at $x=1$ (mode charge $Z$; atomic units in the algebra). This term depends on $p$ alone, so the density in a field is $\propto e^{-(F_N-Nhp)/kT}$. One profile gives the response at every field for which the relevant $p$ were sampled.

The slope of $F_N$ has a direct meaning. Write $x_i=p+y_i$ with $\sum_i y_i=0$. The domain of the $y_i$ does not depend on $p$, so only $E$ is differentiated. The bond terms contain differences and drop out:

$$F_N'(p)=\Big\langle\sum_i V'(x_i)\Big\rangle_p .$$

The average at fixed $p$ is unaffected by a restraint, which is constant there. Samples from all windows may therefore be pooled in each bin and the slope integrated. This estimate needs no window weights.

The slope also shows why $f_N$ differs from $V$. With $V'=4V_0(x^3-x)$, $\langle y\rangle=0$ and $s^2=\langle y^2\rangle_p$,

$$f_N'(p)=4V_0\big[p^3-(1-3s^2)p+\langle y^3\rangle_p\big].$$

Fluctuations of the individual cells weaken the double well through $3s^2$. The skewness term is odd in $p$ and also contributes to the linear coefficient.

## Setting the restraint

Use $w_k=\tfrac{N\kappa}{2}(p-p_k)^2$, with $\kappa$ an energy per cell. If a program restrains the total dipole $D=Nqp$ with $\tfrac12k_D(D-D_k)^2$, equating the two gives $k_D=\kappa/(Nq^2)$. To keep $\kappa$ fixed, $k_D$ must fall as $1/N$.

The restrained density peaks at $\bar p$, where $f_N'(\bar p)=\kappa(p_k-\bar p)$. Expanding $F_N+w_k$ to second order gives the variance $kT/[N(\kappa+f_N'')]$, which requires $\kappa+f_N''>0$. Differentiating the peak condition gives $d\bar p/dp_k=\kappa/(\kappa+f_N'')$. For centres a distance $\Delta$ apart, neighbouring peaks are therefore separated by

$$r=\kappa\Delta\sqrt{\frac{N}{kT(\kappa+f_N'')}}$$

standard deviations. Two equal Gaussians share an area $\mathrm{erfc}(r/2\sqrt2)$, which is 0.32 at $r=2$.

At a barrier top, where $f_N''=-|f''|$, $r^2$ is proportional to $\kappa^2/(\kappa-|f''|)$. Its derivative vanishes when $2\kappa(\kappa-|f''|)=\kappa^2$, so the best overlap at given $\Delta$ has $\kappa=2|f''|$. In a well $r$ grows with $\kappa$. In this Gaussian estimate a good stiffness is thus about twice the largest negative curvature per cell. In a small block the restrained density at the barrier top is broad and not Gaussian; a softer restraint may then overlap even more, but it holds the samples less firmly at the barrier. A stiffer restraint is safe if $\Delta$ is reduced, and at fixed $\kappa$ and $r$ the number of windows grows as $\sqrt N$.

The restraint acts on all cells at once, so cells cannot be updated independently. Hybrid Monte Carlo suits this case. Draw Gaussian momenta, follow a short leapfrog trajectory, and accept it with probability $\min(1,e^{-\Delta H/kT})$, where $H$ is kinetic plus restrained potential energy. Leapfrog steps are reversible and conserve phase-space volume, so each move and its reverse balance under $e^{-H/kT}$, whatever the time-step error.

## Joining the windows

Let window $k$ supply $n_k$ samples, let bin $b$ receive $H_b$ samples from all windows, and put $c_{kb}=e^{-w_k(p_b)/kT}$. The probability of bin $b$ in window $k$ is

$$\pi_{kb}=\rho_b c_{kb}e^{g_k},\qquad e^{-g_k}=\sum_b\rho_b c_{kb}.$$

For independent samples the log-likelihood is $\sum_bH_b\ln\rho_b+\sum_kn_kg_k$ plus a constant. Since $\partial g_k/\partial\rho_b=-e^{g_k}c_{kb}$, its maximum obeys

$$\rho_b=\frac{H_b}{\sum_kn_ke^{g_k}c_{kb}} .$$

These are the weighted-histogram equations. If correlation times differ strongly between windows, $n_k$ and the counts should be scaled to effective numbers of independent samples.

The $g_k$ minimize $\sum_bH_b\ln\sum_kn_ke^{g_k}c_{kb}-\sum_kn_kg_k$: setting its derivative to zero restores the normalization of each window. A logarithm of a sum of exponentials is convex, so there is no false minimum, and the solution is unique up to a common shift if the windows are linked by overlap. Newton's method needs a fair start. Because $g_k=-\ln\langle e^{-w_k/kT}\rangle$ up to a constant,

$$\frac{dg_k}{dp_k}=\frac{1}{kT}\Big\langle\frac{\partial w_k}{\partial p_k}\Big\rangle_k=\frac{N\kappa(p_k-\langle p\rangle_k)}{kT},$$

which can be summed from window to window.

Bins must be narrow enough for the bias to be nearly constant in each. If its exponent changes by $t$ across a bin, the mean factor is $\sinh(t/2)/(t/2)\simeq1+t^2/24$ relative to the centre, for a flat $\rho$.

## What the cell size does

**One phase.** Let $g(h)$ be the bulk free energy per cell in a field, $p=-dg/dh$ and $f(p)=g+hp$. Then $f'=h$ and $dp/dh=1/f''$. Choose $h$ so that the mean is $p$. The density there is that of a Gaussian of variance $kT/(Nf'')$ at its centre, $\sqrt{Nf''/2\pi kT}$, to leading order. Removing the field factor gives

$$F_N(p)=Nf(p)-\frac{kT}{2}\ln f''(p)+\text{const}+O(1/N).$$

Per cell, the correction vanishes as $1/N$.

A ring of cells, the one-dimensional version of the model, shows the size of this term. Its characteristic function $\langle e^{i\omega p}\rangle$ is the trace of a product of $N$ transfer matrices, each with a factor $e^{i\omega x/N}$, divided by the same trace at $\omega=0$. It was evaluated on a grid of $x$ and Fourier inverted. For 192 cells at 300 K, with the parameters given below, $F_N(0.336)-F_N(0)$ is $5.999\,kT$. The bulk term alone gives $6.078\,kT$; with the logarithm it gives $5.999\,kT$.

**Two phases.** Below the transition, divide a large box into parts with fractions $\lambda$ and $1-\lambda$ and mean values $p_1$ and $p_2$. Such configurations are a subset of those with $p=\lambda p_1+(1-\lambda)p_2$, so they bound $F_N(p)$ from above by $N[\lambda f(p_1)+(1-\lambda)f(p_2)]$ plus a cost proportional to the area of the cut. Per cell that cost vanishes as the box grows in all directions. With short-range forces the limit of $f_N$ is therefore convex and has no barrier. A Landau double well extracted in this way belongs to a block of stated size, shape and boundary conditions.

In a long box of length $\ell$ (in cells) and cross-section $A$, the state at $p=0$ has two walls of free energy $\sigma$ per cell face. A reversed slab can start at $\ell$ positions. Its length $s$ sets $p=m(1-2s/\ell)$, where $\pm m$ are the two phases, so $|ds/dp|=\ell/2m$. The density at $p=0$ thus scales as $\ell^2e^{-2\sigma A/kT}$, while the peak of a pure phase scales as $\sqrt\ell$. The barrier is

$$B=2\sigma A-\tfrac32kT\ln\ell+\text{const}.$$

This holds for well-separated walls at fixed $A$, and while further wall pairs are rare. For rings at 30 K the transfer matrix gives $13.470\,kT$ at 64 cells and $12.429\,kT$ at 128. The drop is $1.041\,kT$, against $\tfrac32\ln2=1.040$.

## A worked case

The round parameters are $V_0=0.011$ eV, $K=0.022$ eV, $u_0=0.12$ angstrom, $Z=9$ and a cubic cell of edge 4 angstrom. Then $q=1.08$ e angstrom, and $x=1$ corresponds to $1.08/64$ e/angstrom², or 27.0 uC/cm2.

At 300 K, $kT=0.02585$ eV. Eighteen windows with $\kappa=0.06$ eV and centres from $-0.15$ to $1.25$ ($\Delta=0.082$) supplied 1200 samples each, in bins of 0.01. The barrier $B$ is the mean of $F_N$ for $|p|<0.05$ minus its minimum, and its standard error comes from four blocks of the run. The last column is the fall of $F_N$ from $p=0$ to half the thermal mean of $p$ in the well, divided by $B$.

| Box | $B$ (eV) | $B/N$ (eV) | Fall |
|---|---|---|---|
| 4×4×4 | 0.114 ± 0.002 | 0.0018 | 0.35 |
| 4×4×8 | 0.172 ± 0.004 | 0.0013 | 0.33 |
| 4×4×16 | 0.177 ± 0.007 | 0.0007 | 0.11 |
| 6×6×6 | 0.314 ± 0.003 | 0.0015 | 0.40 |

Integrating the mean force gives 0.117, 0.181, 0.177 and 0.314 eV in the same order. The largest difference, 0.009 eV for 4×4×8, is about two block errors.

With the cross-section held at 4×4, doubling the length from 8 to 16 multiplies $B$ by 1.03. A uniform path would give 2. The flat top of the longest box also points to two domains, since moving separated walls costs nothing. A uniform quartic well would fall by $1-(1-\tfrac14)^2=0.44$ at half the position of its minimum. At half the thermal mean, which the table uses, it would fall by about 0.42 for the barrier of the cube of side 6 and by 0.40 for that of the 4×4×4 block. The cube of side 6 is close to this and should not be read as a measurement of wall energy. The logarithmic law would lower $B$ by $\tfrac32kT\ln2=0.027$ eV between lengths 8 and 16, and no such drop appears. The fall of 0.33 suggests that the shorter box has not reached the regime of separated walls.

A least-squares fit to the 4×4×4 block,

$$f_N=\tfrac a2p^2+\tfrac b4p^4+\tfrac c6p^6+\text{const},$$

gives $a=-0.0122$, $b=0.0165$ and $c=0.0121$ eV, with an rms residual of $0.09\,kT$ in $F_N$. The three coefficients are strongly correlated: fitting the same polynomial to the mean force instead moves $a$ by about 7% and $b$ and $c$ by 25 to 35% in opposite directions, while the spinodal field found below changes by only about 3%. In SI form the quadratic coefficient is $-4.2\times10^8$ J m/C².

With $f_N''=a$ at the top, $\kappa+f_N''=0.048$ eV. The separation is $r=0.06\times0.082\sqrt{64/(0.02585\times0.048)}\approx1.1$ for 64 cells. For 256 cells, using the same curvature, it doubles to about 2.2. The same windows thus serve both boxes, but the larger one is near the limit of comfortable overlap.

In a reverse field the fitted function loses its metastable minimum where $f_N''=0$ (a small block can leave that minimum thermally at lower fields):

$$p^2=\frac{-3b+\sqrt{9b^2-20ac}}{10c}=0.199,\qquad p=0.446 .$$

There $-f_N'=0.0038$ eV. Division by $q$ gives 0.0035 V/angstrom, or 0.35 MV/cm. This spinodal field belongs to the fitted function of a periodic block 1.6 nm wide. It is not the coercive field of a large sample, which can reverse by moving walls.

In a field of 0.3 MV/cm along the polarization, reweighting the block's profile predicts 21.4 uC/cm2. A direct run without restraint, with 18 copies of 500 samples, gives 21.5.

At 600 K, 14 windows of 700 samples give a positive $a$ for cubes of side 6 and 8, so the double well has gone. The rise $f_N(0.4)-f_N(0)$ is $5.8\times10^{-4}$ and $6.5\times10^{-4}$ eV, a change of 13%. If $f''$ doubled between $p=0$ and $0.4$, the logarithmic term $(kT/2N)\ln2$ would account for $0.5\times10^{-4}$ eV of this difference. That ratio was not measured, and sampling error may also contribute. The coefficient $a$ alone is less settled, at 0.0046 and 0.0072 eV. Most of this gap comes from the sextic fit and from sampling rather than from size: a two-term fit to the mean force at fixed $p$ gives about 0.006 and 0.007 eV. These runs support the sign of $a$ and a rough value of $f_N$, not a converged Curie–Weiss coefficient.

## Beside a real ferroelectric

The parameters lie in the rough regime of barium titanate, whose room-temperature polarization is about 26 uC/cm2 and whose Curie point is near 400 K. The model has a mean polarization of 18.5 uC/cm2 in the 4×4×4 well, which is low, and its transition is bracketed only between 300 and 600 K. The resemblance does not extend to the shape of the Landau function. Published room-temperature fits for barium titanate have a quadratic coefficient of about $-0.5$ to $-0.7\times10^8$ J m/C² in this convention, six to eight times smaller in magnitude than the block's. They also give a well about 0.001 eV deep per cell, an intrinsic coercive field near 0.15 MV/cm and a negative quartic term, which makes the real transition first order. The block has $b>0$, and the scalar model has a continuous transition. Coercive fields of bulk crystals are of the order of 1 kV/cm, a few hundred times below the block's spinodal field; real samples break the assumption of a small block without walls or defects. The spinodal field is also about a third of 1 MV/cm, a rough breakdown field for good thin films; bulk ceramics usually break down at lower fields.

The omitted energies should be set against the block's barrier of 0.0018 eV per cell:

- **Bound charge.** Unscreened polarization costs $P^2\Omega/(2\varepsilon_0\varepsilon_\infty)=0.15$ eV per cell of volume $\Omega$, for $\varepsilon_\infty=5$. Walls normal to the polar axis would be suppressed. The long boxes describe neutral walls if their long axis is taken normal to the polar axis; in every box the model also lets the polarization vary along the polar axis without electrostatic cost, which is wrong.
- **Strain.** A modulus of 100 GPa and a strain of 1% give 0.002 eV per cell, as large as the barrier itself.
- **Quantum motion.** An oscillator has free energy $kT\ln[2\sinh(\omega/2kT)]\simeq kT\ln(\omega/kT)+\omega^2/(24kT)$. Summing $\omega^2$ over the modes gives the trace of the second derivatives of $E$ divided by the mass. The bond part is constant, so the well rises relative to the top by $12V_0\,\delta\langle x^2\rangle/(24Mu_0^2kT)$, where $\delta\langle x^2\rangle$ is the sampled difference between well and top. For $M=30$ atomic mass units this lowers the barrier by 0.0008 eV per cell, about 40%, which is too much to neglect.

Rotation of the polarization, also omitted, may open a lower path between the wells.

## Guidance

1. Estimate the most negative curvature per cell from a short run, set $\kappa$ to two to five times its magnitude, and choose $\Delta$ so that $r\lesssim2$ throughout. Rescale the stiffness if the program restrains a total dipole.
2. Compare the histogram profile with the integrated mean force. Both rely on equilibrated windows, so agreement does not exclude a slow wall common to both.
3. Below the transition, lengthen the cell at fixed cross-section. If $B$ stops growing, the profile contains walls and should not be fitted as a uniform Landau function.
4. For a coarse-grained field model, choose the block first and report it with the coefficients. A gradient term added later must not count again the fluctuations already averaged inside the block.
5. Above the transition, enlarge the cell until $f_N$ itself, not just the sign of $a$, is stable within its sampling error.
